# Recoil of free oxygen and indium atoms in hard X-ray photoemission

## The question

Hard X-ray photoemission is used to examine oxide semiconductor films below their surface. Positions of core-level lines help to locate band edges and band bending, and therefore the energies assigned to traps. When lines of different elements are compared, or spectra taken at very different photon energies, the energy taken away by the emitting atom can matter.

Consider an oxygen atom and an indium atom, each free and initially at rest. Each emits a core photoelectron of kinetic energy $K=6.0$ keV. This is the energy at emission, before any surface or analyser correction. The two cases are compared at equal $K$, so their photon energies differ slightly.

**Data.** The electron has mass $m=9.10938\times10^{-31}$ kg and rest energy $mc^2=510.999$ keV. The atomic masses, from standard atomic weights, are $M_{\rm O}=2.6567\times10^{-26}$ kg and $M_{\rm In}=1.9066\times10^{-25}$ kg. Rough core binding energies are 540 eV for O 1s and 450 eV for In 3d. Where temperature matters, $T=300$ K and $k_BT=0.02585$ eV.

## Part (a): the recoil formula

**Question.** Neglect the photon's momentum. Derive the kinetic energy $E_R$ of the ion in terms of $K$, $m$ and $M$, treating the electron relativistically.

**Answer.** The total momentum is zero before emission, so it is zero afterwards. The electron and the ion carry opposite momenta of equal magnitude $p$.

The electron's total energy is $K+mc^2$. The relativistic relation between energy and momentum gives

$$ (K+mc^2)^2=p^2c^2+m^2c^4 . $$

Expanding the left side and cancelling $m^2c^4$,

$$ K^2+2Kmc^2=p^2c^2 . $$

Division by $c^2$ and extraction of the factor $2mK$ give

$$ p^2=2mK\left(1+\frac{K}{2mc^2}\right). $$

The ion is slow compared with light, as the speeds in part (b) confirm, so its kinetic energy is $p^2/(2M)$. Therefore

$$ E_R=\frac{p^2}{2M}=\frac{m}{M}\,K\left(1+\frac{K}{2mc^2}\right). $$

The ion's mass is smaller than $M$ by about $m$. Using the atomic mass changes $E_R$ by a fraction of about $m/M$, or $3.4\times10^{-5}$ for oxygen, which is negligible here.

The heavy particle takes little energy because, at given momentum, kinetic energy is inversely proportional to mass. In the limit $M\to\infty$ the ion still absorbs momentum $p$, but no energy.

## Part (b): oxygen and indium

**Question.** Evaluate $E_R$ for both atoms. Compare the energies and the recoil speeds.

**Answer.** The relativistic correction is the same for both:

$$ \frac{K}{2mc^2}=\frac{6.0}{2\times510.999}=0.00587 . $$

For oxygen, $m/M_{\rm O}=3.4288\times10^{-5}$, so

$$ E_R({\rm O})=3.4288\times10^{-5}\times6000\ {\rm eV}\times1.00587=0.207\ {\rm eV}. $$

For indium, $m/M_{\rm In}=4.7778\times10^{-6}$, so

$$ E_R({\rm In})=4.7778\times10^{-6}\times6000\ {\rm eV}\times1.00587=0.0288\ {\rm eV}. $$

To two decimals these are 0.21 eV and 0.03 eV. In SI units they are $3.32\times10^{-20}$ J and $4.62\times10^{-21}$ J.

At equal $K$ the electron momentum is the same, and the ratio contains the masses alone:

$$ \frac{E_R({\rm O})}{E_R({\rm In})}=\frac{M_{\rm In}}{M_{\rm O}}=7.18 . $$

The momentum is $p=4.197\times10^{-23}$ kg m/s. Dividing by the masses gives recoil speeds of 1580 m/s for oxygen and 220 m/s for indium. Both are far below the speed of light, which justifies the non-relativistic ion energy.

## Part (c): the effect on a spectrum

**Question.** How does recoil change the binding energy inferred from the electron's energy? By how much does it displace the O line relative to the In line? Compare the oxygen recoil with that for a 950 eV electron, typical of a laboratory soft X-ray source.

**Answer.** Let $B$ be the energy needed to remove the core electron when both products are left at rest. The photon energy $h\nu$ supplies this energy and the kinetic energies of both products:

$$ h\nu=B+K+E_R . $$

An analysis that omits recoil calculates

$$ B_{\rm app}=h\nu-K=B+E_R . $$

The electron arrives with less energy, so the level appears more strongly bound. The O line is displaced relative to the In line, towards higher apparent binding energy, by

$$ E_R({\rm O})-E_R({\rm In})=0.2069-0.0288=0.178\ {\rm eV}. $$

This displacement is neither a chemical shift nor band bending. A uniform change of electrostatic potential moves the O and In levels together, whereas recoil separates them.

The comparison holds $K$ fixed. If the photon energy were fixed instead, the In electron would be faster by the difference in binding energies, about 90 eV. Its recoil energy would rise by a fraction of about $90/6000=1.5\%$, or 0.0004 eV, which does not affect the conclusion.

For $K=950$ eV the formula gives $E_R({\rm O})=0.033$ eV. With the photon's momentum still neglected, the same O 1s level therefore appears $0.207-0.033=0.174$ eV deeper at 6 keV than at 950 eV, even if the material has not changed.

## Part (d): the photon's momentum

**Question.** Include the photon's momentum. Find $E_R$ when the electron leaves at angle $\theta$ to the direction in which the photon travels, and evaluate it at $0^\circ$, $90^\circ$ and $180^\circ$.

**Answer.** Let the photon momentum be $\mathbf g$, with magnitude $g=h\nu/c$. The atom starts at rest, so the ion momentum is $\mathbf g-\mathbf p$. With $q=g/p=h\nu/(pc)$,

$$ |\mathbf g-\mathbf p|^2=p^2-2pg\cos\theta+g^2=p^2(1-2q\cos\theta+q^2). $$

Division by $2M$ gives

$$ E_R(\theta)=E_R\,(1-2q\cos\theta+q^2), $$

where $E_R$ without an argument remains the result of part (a).

For oxygen the required photon energy is 6.540 keV and $q=0.0833$. For indium the values are 6.450 keV and $q=0.0821$. The resulting recoil energies are:

| $\theta$ | O (eV) | In (eV) | O − In (eV) |
|---|---:|---:|---:|
| $0^\circ$ | 0.174 | 0.024 | 0.150 |
| $90^\circ$ | 0.208 | 0.029 | 0.179 |
| $180^\circ$ | 0.243 | 0.034 | 0.209 |

For forward emission the electron carries away part of the momentum that the photon brought, and the ion needs less. For backward emission the ion must balance both. At $90^\circ$ the linear term vanishes and $q^2=0.007$ remains, so part (a) is accurate to 0.7%. Along the beam its error is about 16% of $E_R$ for forward emission and 17% for backward emission.

These results were compared with a numerical solution of relativistic energy and momentum conservation, using the stated photon and binding energies and the mass of the ion. The recoil energies agreed to within two parts in $10^4$ at all three angles.

## Part (e): thermal motion

**Question.** The free atom now belongs to a gas at 300 K. Again neglect the photon's momentum. Find the mean and standard deviation of the energy given to the atom's motion.

**Answer.** Let the initial atomic momentum be $\mathbf P$. After emission it is $\mathbf P-\mathbf p$. The energy gained is

$$ \Delta=\frac{|\mathbf P-\mathbf p|^2}{2M}-\frac{P^2}{2M}
=\frac{p^2}{2M}-\frac{\mathbf P\cdot\mathbf p}{M}
=E_R-\frac{pP_\parallel}{M}, $$

where $P_\parallel$ is the component of $\mathbf P$ along the electron's direction. The electron momentum can be held fixed, because energy changes of order 0.1 eV are tiny beside 6 keV.

In thermal equilibrium $P_\parallel$ has a Gaussian distribution with mean zero. Equipartition gives $\langle P_\parallel^2\rangle/(2M)=k_BT/2$, hence $\langle P_\parallel^2\rangle=Mk_BT$. The mean of $\Delta$ is therefore $E_R$, and its variance is

$$ \sigma^2=\frac{p^2}{M^2}\,Mk_BT=\frac{p^2}{M}k_BT=2E_Rk_BT . $$

For oxygen,

$$ \sigma=\sqrt{2\times0.2069\times0.02585}\ {\rm eV}=0.103\ {\rm eV}, $$

and for indium $\sigma=0.039$ eV. Thermal motion broadens the line without moving its mean.

The shift scales as $1/M$, but the width scales as $1/\sqrt M$. For oxygen the standard deviation is half the shift; for indium it exceeds the shift. A negative $\Delta$ is possible: an atom already moving in the electron's direction can be slowed by the recoil and pass energy to the electron.

## Part (f): an atom held in a solid

**Question.** An atom in a film is bound. Model it as a particle in a fixed one-dimensional potential $V(x)$ that receives a sudden momentum kick $p$. Show that the mean energy transfer is still $E_R$. Then find the width for a harmonic well in thermal equilibrium, and the probability that an atom in its ground state is left unexcited. Use rough vibrational quanta $\hbar\omega$ of 50 meV for O and 15 meV for In.

**Answer.** Take $x$ along the ion's recoil and write $p=\hbar k$. The kick multiplies the atomic wave function by $e^{ikx}$; call this operation $U$. With momentum operator $\hat P=-i\hbar\,d/dx$, the product rule gives

$$ e^{-ikx}\hat P\,(e^{ikx}\psi)=(\hat P+\hbar k)\psi . $$

Thus $U^\dagger\hat PU=\hat P+p$, while $V(x)$ commutes with $U$. For $H=\hat P^2/(2M)+V(x)$,

$$ U^\dagger HU=\frac{(\hat P+p)^2}{2M}+V=H+\frac{p\hat P}{M}+E_R . $$

**Mean.** Start in a bound energy state $|i\rangle$ with energy $\varepsilon_i$. The probability of reaching state $f$ is $|\langle f|U|i\rangle|^2$, so the mean transfer is

$$ \sum_f|\langle f|U|i\rangle|^2(\varepsilon_f-\varepsilon_i)
=\langle i|U^\dagger HU|i\rangle-\varepsilon_i
=E_R+\frac pM\langle i|\hat P|i\rangle . $$

The last expectation value vanishes. Indeed $[H,x]=-i\hbar\hat P/M$, so $\hat P=(iM/\hbar)[H,x]$, and

$$ \langle i|[H,x]|i\rangle=(\varepsilon_i-\varepsilon_i)\langle i|x|i\rangle=0 . $$

The mean is $E_R$ for every bound initial state, and hence for their thermal mixture. The shape of $V$ was not used.

A matrix calculation at 300 K illustrates this. With $s^2=\hbar/(2M\omega)$, a term $0.02\,\hbar\omega\,(x/s)^4$ was added to the harmonic potential. The mean transfers remained 0.2069 eV for O and 0.0288 eV for In.

**Width.** The mean squared transfer from $|i\rangle$ is the squared length of $(H-\varepsilon_i)U|i\rangle$. Applying $U^\dagger$ does not change a length, and

$$ U^\dagger(H-\varepsilon_i)U|i\rangle=\left(E_R+\frac{p\hat P}{M}\right)|i\rangle . $$

Its squared length is $E_R^2+(p/M)^2\langle\hat P^2\rangle$, since the cross term contains $\langle\hat P\rangle=0$. Subtracting the squared mean and averaging over the thermal mixture,

$$ \sigma^2=\frac{p^2}{M^2}\langle\hat P^2\rangle
=4E_R\left\langle\frac{\hat P^2}{2M}\right\rangle . $$

A harmonic oscillator has mean energy $\hbar\omega(\bar n+\tfrac12)$, with $\bar n=1/(e^y-1)$ and $y=\hbar\omega/(k_BT)$. Since

$$ \bar n+\frac12=\frac{e^y+1}{2(e^y-1)}=\frac12\coth\frac y2 , $$

and half the mean energy is kinetic,

$$ \sigma^2=E_R\,\hbar\omega\coth\!\left(\frac{\hbar\omega}{2k_BT}\right). $$

At high temperature $\coth(y/2)\to2/y$, which recovers $2E_Rk_BT$. At zero temperature $\sigma^2=E_R\hbar\omega$: zero-point motion still broadens the line.

At 300 K the result is 0.118 eV for O, compared with 0.103 eV for the free atom. For In it is 0.039 eV, nearly the free-atom value, because its vibrational quantum is smaller than $k_BT$.

**No vibration excited.** The ground-state probability density is a Gaussian of variance $s^2$. Its Fourier integral gives

$$ \langle0|e^{ikx}|0\rangle=\int_{-\infty}^{\infty}\frac{e^{-x^2/(2s^2)}}{\sqrt{2\pi}\,s}\,e^{ikx}\,dx=e^{-k^2s^2/2}. $$

The probability is the square of this amplitude. Because $k^2s^2=\hbar^2k^2/(2M\hbar\omega)=E_R/(\hbar\omega)$,

$$ P_0=e^{-E_R/(\hbar\omega)} . $$

For oxygen $E_R/(\hbar\omega)=4.14$ and $P_0=0.016$. For indium the values are 1.92 and 0.15. At low temperature, then, about 15% of the indium emissions in this model transfer no energy to vibration. The others transfer more than $E_R$ on average, namely $0.0288/(1-0.146)=0.034$ eV, so the overall mean is preserved. The free-atom energy describes the mean shift, not each emission.

## Part (g): use for a real film

**Question.** Which of these conclusions can be carried over to an indium-containing amorphous oxide film, and what limits them?

**Answer.** An electron energy of 6 keV lies in the usual hard X-ray range. The two vibrational quanta are rough representative values: a real film has a broad spectrum of coupled vibrations. The mean shift survives this coupling. If $V$ depends on the positions of all atoms, a kick to one atom still commutes with $V$ and changes only that atom's kinetic-energy term, so its own mass enters $E_R$. The probability $P_0$ is more sensitive. Raising the indium quantum from 15 to 20 meV changes it from 0.15 to $e^{-0.0288/0.020}=0.24$. Both values are for a single oscillator at zero temperature. In a solid at 300 K, thermally excited low-frequency vibrations make the probability far smaller: for indium, a Debye spectrum with a mean quantum of 15 meV gives about $10^{-5}$, and one with 20 meV about $1.5\times10^{-3}$. The strong suppression holds for both, but the value itself depends heavily on the assumed spectrum.

The core hole also changes the forces on the atom, contrary to the fixed-potential assumption. If the potential after emission is $V'$, the derivation of the mean gains the term $\langle V'-V\rangle$. Within the sudden model this term is independent of $p$. It therefore belongs to the apparent binding energy at every photon energy, while the recoil contribution grows with $K$.

Scattering on the way out adds further recoil. Elastic deflection of the electron by an angle $\chi$ changes its momentum by $2p\sin(\chi/2)$, because its speed is almost unchanged. A free atom of mass $M'$ that causes the deflection receives

$$ \frac{[2p\sin(\chi/2)]^2}{2M'}=4\sin^2\!\left(\frac\chi2\right)\frac{p^2}{2M'} . $$

For an oxygen scatterer this is 0.006 eV at $\chi=10^\circ$, but $2\times0.207=0.41$ eV at $90^\circ$. The single-emission result therefore applies to electrons that escape without a large deflection.

For trap analysis the choice of comparison matters. If one core level is measured before and after traps are filled, at the same photon energy and geometry, its recoil shift is practically the same in both spectra and cancels from the difference. If band alignment is instead deduced from the separation of O and In lines, or from spectra taken at very different photon energies, an uncorrected recoil error of about 0.2 eV can enter. At 6 keV the correction to the O − In separation is 0.18 eV for emission perpendicular to the beam. This refers to the mean positions of the lines. The bound-atom line is slightly skewed, so its peak need not lie at its mean. In the harmonic model at 300 K, the oxygen peak shows 0.01 to 0.02 eV less recoil than the mean when the other broadening has a standard deviation of 0.05 to 0.10 eV; the difference is smaller for broader lines.

These numbers apply to core electrons, each emitted from one identifiable atom. An electron in a gap state may be spread over several atoms, and the present model does not determine which mass should be used for it.

The numerical output below gives the main values of parts (a) to (f) with further digits.

## Computed results

```
Electron kinetic energy: 6.0 keV
Electron rest energy: 510.999 keV
Electron mass: 9.10938e-31 kg
Electron momentum: 4.1972e-23 kg m/s
Relativistic correction K/(2mc^2): 0.587 %
Temperature: 300 K;  kT: 0.02585 eV
O: atomic weight: 15.999 u;  mass: 2.6567e-26 kg
O: mass ratio m/M: 3.4288e-05
O: recoil speed: 1579.9 m/s
O: recoil energy without relativity: 0.20573 eV
O: recoil energy: 0.20694 eV = 3.3155e-20 J
O: rough core binding energy: 540 eV
O: photon energy needed: 6.5402 keV
O: photon/electron momentum ratio q: 0.0833
O: recoil at 0, 90, 180 deg to beam: 0.1739, 0.2084, 0.2428 eV
O: thermal std. deviation, free atom: 0.1034 eV
O: rough vibrational quantum: 50 meV
O: E_R / vibrational quantum: 4.139
O: mean transfer, harmonic well (matrix): 0.20694 eV
O: mean transfer, anharmonic well (matrix): 0.20694 eV
O: std. deviation, harmonic well: 0.1177 eV
O: no-vibration probability at 0 K: 0.0159
In: atomic weight: 114.818 u;  mass: 1.9066e-25 kg
In: mass ratio m/M: 4.7778e-06
In: recoil speed: 220.1 m/s
In: recoil energy without relativity: 0.02867 eV
In: recoil energy: 0.02884 eV = 4.6199e-21 J
In: rough core binding energy: 450 eV
In: photon energy needed: 6.4500 keV
In: photon/electron momentum ratio q: 0.0821
In: recoil at 0, 90, 180 deg to beam: 0.0243, 0.0290, 0.0338 eV
In: thermal std. deviation, free atom: 0.0386 eV
In: rough vibrational quantum: 15 meV
In: E_R / vibrational quantum: 1.922
In: mean transfer, harmonic well (matrix): 0.02884 eV
In: mean transfer, anharmonic well (matrix): 0.02884 eV
In: std. deviation, harmonic well: 0.0391 eV
In: no-vibration probability at 0 K: 0.1463
Recoil energy ratio O/In: 7.177
Differential line shift O - In: 0.1781 eV
O recoil energy at K = 950 eV: 0.0326 eV
```
